\section*{The virial theorem in Hartree–Fock theory and in finite basis sets, part 2}

The problem is what value of $2T+V$ Hartree--Fock theory requires. For LiH at a bond length of 4 bohr, closed-shell calculations give $2T+V=+0.096$ hartree in STO-3G and $-0.121$ hartree in cc-pVTZ.

Hartree atomic units are used, with clamped point nuclei $Z_A$ at $\mathbf R_A$. The state $\Phi$ is a determinant of orthonormal spin orbitals $\psi_i(\mathbf r,\sigma)$ with density $\rho$. Its energy is $E=T+V$, where $T$ is kinetic and $V=V_{ne}+V_{ee}+V_{nn}$ contains nuclear attraction, $V_{ee}=J-K$ (Coulomb minus exchange) and nuclear repulsion. A dot denotes $d/d\lambda$ at fixed nuclei. For any orbitals
\begin{equation}
\frac{dE}{d\lambda}=\sum_i2\,\mathrm{Re}\,\langle\dot\psi_i|F|\psi_i\rangle,\qquad F=h+v_H-\hat k . \label{eq:firstvar}
\end{equation}
Here $h=-\frac12\nabla^2+v$ with external potential $v$, $v_H$ is the Coulomb potential of $\rho$, and $\hat k$ is the exchange operator. Stationarity reads
\begin{equation}
\left.\frac{dE}{d\lambda}\right|_{\lambda=1}=0\quad\text{along every admissible curve through a Hartree--Fock solution.} \label{eq:stat}
\end{equation}
Admissible means that the orbitals stay orthonormal and the tangents $\dot\psi_i$ have finite norm and kinetic energy.

Scaling replaces each orbital by $\psi_\lambda(\mathbf r,\sigma)=\lambda^{3/2}\psi(\lambda\mathbf r,\sigma)$ and $\Phi$ by $\Phi_\lambda$. For every determinant and $\lambda>0$,
\begin{equation}
\langle\psi_{i\lambda}|\psi_{j\lambda}\rangle=\sum_\sigma\int\lambda^3\psi_i^*(\lambda\mathbf r,\sigma)\psi_j(\lambda\mathbf r,\sigma)\,d^3r=\sum_\sigma\int\psi_i^*(\mathbf s,\sigma)\psi_j(\mathbf s,\sigma)\,d^3s=\langle\psi_i|\psi_j\rangle . \label{eq:overlap}
\end{equation}
\begin{equation}
T[\Phi_\lambda]=\tfrac12\sum_i\sum_\sigma\int\lambda^{3}\lambda^{2}\,|(\nabla\psi_i)(\lambda\mathbf r)|^2\,d^3r=\lambda^2\,T[\Phi]. \label{eq:Tscale}
\end{equation}
\begin{equation}
V[\Phi_\lambda;\{\mathbf R_A\}]=\lambda\,V[\Phi;\{\lambda\mathbf R_A\}] . \label{eq:Vscale}
\end{equation}
A solution in a fixed local potential $v$ obeys
\begin{equation}
2T+V_{ee}=\int\rho\;\mathbf r\cdot\nabla v\,d^3r . \label{eq:general}
\end{equation}
For $v=-Z/r$, $\mathbf r\cdot\nabla v=-v$. An atom with its nucleus at the origin has
\begin{equation}
W(\lambda)\equiv E[\Phi_\lambda]=\lambda^2T+\lambda V,\qquad W'(\lambda)=2\lambda T+V, \label{eq:Watom}
\end{equation}
and its Hartree--Fock solutions satisfy
\begin{equation}
2T+V=0 . \label{eq:atom}
\end{equation}
For any atomic determinant with $V<0$, the minimum of $W$ and the energy gained by rescaling are
\begin{equation}
\lambda_0=-\frac{V}{2T},\qquad W(\lambda_0)=\frac{V^2}{4T}-\frac{V^2}{2T}=-\frac{V^2}{4T}. \label{eq:lam0}
\end{equation}
\begin{equation}
W(1)-W(\lambda_0)=T+V+\frac{V^2}{4T}=\frac{4T^2+4TV+V^2}{4T}=\frac{(2T+V)^2}{4T}. \label{eq:gain}
\end{equation}

\subsection{Diatomic molecules}

Put nucleus $A$ at the origin and nucleus $B$ at $R\,\mathbf e_z$. The functional is unchanged when nuclei and orbitals are translated or rotated together, so this choice costs no generality. Scaling now maps the bond length $R$ to $\lambda R$ in \eqref{eq:Vscale}, and $V[\Phi;\lambda R]$ is no longer independent of $\lambda$. The remedy is to scale the solution that belongs to the bond length $\lambda R$. Assume a branch of Hartree--Fock solutions $\Phi(R)$ that is differentiable in $R$ with admissible tangents, write $T(R)=T[\Phi(R)]$, $V(R)=V[\Phi(R);R]$ and $E(R)=T(R)+V(R)$, and let a prime on these functions denote $d/dR$. Fix $R$ and consider the trial states
\begin{equation}
\tilde\Phi(\lambda)=\bigl[\Phi(\lambda R)\bigr]_\lambda . \label{eq:trial}
\end{equation}
The state $\Phi(\lambda R)$ has its cusps at $0$ and $\lambda R\,\mathbf e_z$, and scaling by $\lambda$ brings them to $0$ and $R\,\mathbf e_z$, on the actual nuclei. The orbitals of $\tilde\Phi(\lambda)$ are orthonormal by \eqref{eq:overlap}, and $\tilde\Phi(1)=\Phi(R)$. The energy of $\tilde\Phi(\lambda)$ with the nuclei at separation $R$ follows from \eqref{eq:Tscale} and \eqref{eq:Vscale} applied to the state $\Phi(\lambda R)$:
\begin{equation}
W(\lambda)=\lambda^2\,T[\Phi(\lambda R)]+\lambda\,V[\Phi(\lambda R);\lambda R]=\lambda^2T(\lambda R)+\lambda V(\lambda R). \label{eq:Wdi}
\end{equation}
Each term is a product, and the argument $\lambda R$ has derivative $R$:
\begin{equation}
\frac{dW}{d\lambda}=2\lambda T(\lambda R)+\lambda^2R\,T'(\lambda R)+V(\lambda R)+\lambda R\,V'(\lambda R). \label{eq:dWdi}
\end{equation}
At $\lambda=1$ the two primed terms combine to $R(T'+V')=RE'$:
\begin{equation}
\left.\frac{dW}{d\lambda}\right|_{1}=2T+V+R\,\frac{dE}{dR}. \label{eq:W1}
\end{equation}
The curve \eqref{eq:trial} passes through a solution for a Hamiltonian that is held fixed, so \eqref{eq:stat} makes the left side zero:
\begin{equation}
2T+V=-R\,\frac{dE}{dR}. \label{eq:diatomic}
\end{equation}

A second route avoids the branch and exposes the force behind the right side. Apply \eqref{eq:general} with $v=v_A+v_B$. As for the atom, $\mathbf r\cdot\nabla v_A=-v_A$. The potential $v_B=-Z_B/|\mathbf r-R\mathbf e_z|$ satisfies $v_B(t\mathbf r;tR)=t^{-1}v_B(\mathbf r;R)$, and differentiating at $t=1$ gives $\mathbf r\cdot\nabla v_B+R\,\partial v_B/\partial R=-v_B$. Inserting both into \eqref{eq:general} and moving $-\int\rho(v_A+v_B)\,d^3r=-V_{ne}$ to the left,
\begin{equation}
2T+V_{ee}+V_{ne}=-R\int\rho\,\frac{\partial v_B}{\partial R}\,d^3r . \label{eq:hf1}
\end{equation}
Since $V_{nn}=Z_AZ_B/R$ has derivative $-Z_AZ_B/R^2$, it obeys $V_{nn}=-R\,V_{nn}'$. Adding this to \eqref{eq:hf1},
\begin{equation}
2T+V=-R\,g,\qquad g\equiv\int\rho\,\frac{\partial v_B}{\partial R}\,d^3r+\frac{dV_{nn}}{dR}. \label{eq:g}
\end{equation}
The quantity $g$, the Hellmann--Feynman slope, is the rate of change of the energy when nucleus $B$ is moved through a frozen electron density; $-g$ is the electrostatic force on $B$ along $+z$. On a differentiable branch, the total derivative of $E[\Phi(R);R]$ is the sum of the explicit dependence on $R$, which is $g$, and the dependence through $\Phi$, which vanishes by \eqref{eq:stat}. Thus $E'=g$, and \eqref{eq:g} coincides with \eqref{eq:diatomic}. The coincidence relies on the unrestricted orbital space.

Equation \eqref{eq:g} holds at every solution, whereas \eqref{eq:diatomic} needs $E'$ to exist. Where two distinct branches cross and the lowest energy passes from one to the other, the lowest curve has in general a kink; \eqref{eq:diatomic} then holds on each branch with its own slope, and $T$ and $V$ of the lowest solution jump. Where an unrestricted branch splits continuously from a restricted one, $\Phi$ need not be differentiable at the branch point. The theorem holds on either side, and because $\rho$ is continuous there, $g$ and hence the slope are continuous.

\subsection{Consequences for the potential curve}

Subtracting $E=T+V$ from \eqref{eq:diatomic} isolates $T$, and $V=E-T$ gives the other part:
\begin{equation}
T=-E-RE',\qquad V=2E+RE' . \label{eq:TVcurve}
\end{equation}
The curve $E(R)$ alone determines both parts at every bond length. Dividing \eqref{eq:diatomic} by $-T$ and adding 2 gives
\begin{equation}
-\frac VT=2+\frac{RE'}{T}. \label{eq:ratio}
\end{equation}
The ratio equals 2 only at stationary points of the curve. It exceeds 2 where $E'>0$, on the stretched side of a minimum, and lies below 2 on the compressed side. The term $RE'$ is the virial of the external force that must hold clamped nuclei in place away from equilibrium. LiH at 4 bohr has $E'>0$ in both bases of the opening paragraph, so $2T+V$ must be negative, and the positive STO-3G value has the wrong sign.

Subtracting $V_{nn}=-RV_{nn}'$ from \eqref{eq:diatomic} shows that the theorem also holds for the electronic quantities $V_{el}=V-V_{nn}$ and $E_{el}=E-V_{nn}$, provided the nuclear repulsion is removed from both sides: $2T+V_{el}=-RE_{el}'$. As $R\to0$ with $E_{el}'$ bounded, this tends to $2T+V_{el}=0$, the atomic theorem for the united atom.

At large $R$, suppose the branch has $E\to E_\infty$ and $RE'\to0$. Then \eqref{eq:TVcurve} gives $T_\infty=-E_\infty$ and $V_\infty=2E_\infty$, and the changes relative to this limit obey $\Delta T=-\Delta E-R\,\Delta E'$ and $\Delta V=2\Delta E+R\,\Delta E'$. At a minimum of depth $D_e$, where $\Delta E=-D_e$ and $\Delta E'=0$, the kinetic energy is higher by $D_e$ and the potential energy lower by $2D_e$. The limit $E_\infty$ is that of the branch in question, which for a restricted solution need not be the energy of the neutral atoms. For a tail $\Delta E=cR^{-n}$ one has $R\,\Delta E'=-n\,cR^{-n}$, so
\begin{equation}
\Delta T=(n-1)\,cR^{-n},\qquad\Delta V=(2-n)\,cR^{-n}. \label{eq:tail}
\end{equation}
For $n=1$ the interaction is purely potential at this order, as expected for two distant ions acting as point charges. For an attractive tail with $n>2$ and $c<0$, the kinetic energy falls and the potential energy rises, opposite to the signs at the minimum. Differentiating the first of \eqref{eq:TVcurve} gives $T'=-2E'-RE''$, which at a minimum is $-RE''<0$: stretching a bond from equilibrium lowers the kinetic energy at a rate set by the force constant.

\section{The virial theorem in a finite basis}

The following is taken from the first half. The Hartree--Fock energy is $E=T+V$, with $V=V_{ne}+J-K+V_{nn}$ including nuclear repulsion, and $F$ is the Fock operator, in terms of which $dE/d\lambda=\sum_i2\,\mathrm{Re}\langle\dot\psi_i|F|\psi_i\rangle$ along any curve of orbitals at fixed nuclei, equation \eqref{eq:firstvar}. Scaling is $\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r)$; it preserves overlaps, its generator $D=\mathbf r\cdot\nabla+\frac32$ is anti-Hermitian, and it gives $T[\Phi_\lambda]=\lambda^2T[\Phi]$ and $V[\Phi_\lambda;R]=\lambda V[\Phi;\lambda R]$. For an atom the energy on the scaling curve is $W=\lambda^2T+\lambda V$; for a diatomic with $A$ at the origin and $B$ at $R\mathbf e_z$ it is $W=\lambda^2T(\lambda R)+\lambda V(\lambda R)$, with $dW/d\lambda=2T+V+RE'$ at $\lambda=1$. The Hellmann--Feynman slope $g$ is defined in \eqref{eq:g}. In the unrestricted space $dW/d\lambda=0$ at $\lambda=1$ and $E'=g$.

In a finite basis the scaling laws and the formula for $dW/d\lambda$ survive, since they are identities. What fails is the last step: a scaled orbital is in general not a combination of the original basis functions, so the curve leaves the space in which the energy was made stationary.

\subsection{How a basis transforms}

A normalized primitive Gaussian on centre $\mathbf A$ is $\chi(\mathbf r;\alpha,\mathbf A)=\mathcal N_l(\alpha)\,u^lY_{lm}(\hat{\mathbf u})\,e^{-\alpha u^2}$ with $\mathbf u=\mathbf r-\mathbf A$ and $\mathcal N_l>0$. Take the function centred at $\lambda\mathbf A$ and scale it. Its argument becomes $\lambda\mathbf r-\lambda\mathbf A=\lambda\mathbf u$, whose direction is that of $\mathbf u$, so
\begin{equation}
\lambda^{3/2}\chi(\lambda\mathbf r;\alpha,\lambda\mathbf A)=\lambda^{3/2+l}\mathcal N_l(\alpha)\,u^lY_{lm}(\hat{\mathbf u})\,e^{-\lambda^2\alpha u^2}=\chi(\mathbf r;\lambda^2\alpha,\mathbf A). \label{eq:basisscale}
\end{equation}
The last equality holds because the middle expression is a positive multiple of the Gaussian with exponent $\lambda^2\alpha$ and has unit norm by \eqref{eq:overlap}. A contracted function is a fixed combination of normalized primitives, so it obeys \eqref{eq:basisscale} with all its exponents multiplied by $\lambda^2$ and its coefficients unchanged. For a Slater function $e^{-\zeta u}$ the same steps give $\zeta\to\lambda\zeta$.

Let $\mathcal B(R,\lambda)$ denote the basis centred on the nuclei at separation $R$, with every Gaussian exponent multiplied by $\lambda^2$ and each spatial function combined with both spins. Equation \eqref{eq:basisscale} says that scaling by $\lambda$ maps $\mathcal B(\lambda R,1)$ onto $\mathcal B(R,\lambda)$, function by function, and by \eqref{eq:overlap} the overlap matrices agree:
\begin{equation}
S(R,\lambda)=S(\lambda R,1). \label{eq:Seq}
\end{equation}
An orbital is $\psi_i=\sum_\mu c_{\mu i}\chi_\mu$. The energy is a function $\mathcal E(C;R,\lambda)$ of the coefficient vectors $c_i$, collected in $C$, and orthonormality reads $c_i^\dagger Sc_j=\delta_{ij}$. The self-consistent solution $C(R,\lambda)$ satisfies the Roothaan equations $\mathsf Fc_i=\varepsilon_iSc_i$, where $\mathsf F_{\mu\nu}=\langle\chi_\mu|F|\chi_\nu\rangle$, and its energy is $E(R,\lambda)$. Differentiability of $C(R,\lambda)$ in both arguments is assumed.

\subsection{The exact relation for the defect}

The constraint changes when the basis changes, so stationarity has to be used through a Lagrangian. Let $p$ be any parameter of the basis or of the Hamiltonian, let $C_0$ and $\varepsilon_i$ be the solution at $p=p_0$, and define, with the $\varepsilon_i$ frozen at these values,
\begin{equation}
L(C,p)=\mathcal E(C;p)-\sum_i\varepsilon_i\bigl(c_i^\dagger S(p)c_i-1\bigr). \label{eq:L}
\end{equation}
When only the coefficients change, $\dot\psi_i=\sum_\mu\dot c_{\mu i}\chi_\mu$, and \eqref{eq:firstvar} gives $\dot{\mathcal E}=\sum_i2\,\mathrm{Re}\,\dot c_i^\dagger\mathsf Fc_i$, while the constraint term contributes $-\sum_i\varepsilon_i2\,\mathrm{Re}\,\dot c_i^\dagger Sc_i$. The sum is $\sum_i2\,\mathrm{Re}\,\dot c_i^\dagger(\mathsf F-\varepsilon_iS)c_i$, which is zero at $(C_0,p_0)$ for arbitrary $\dot c_i$. Now take any differentiable curve $C(p)$ with $C(p_0)=C_0$ that is orthonormal with respect to $S(p)$ for each $p$. On it the constraint term vanishes identically, so $\mathcal E(C(p);p)=L(C(p),p)$, and in the chain rule the coefficient part drops out:
\begin{equation}
\left.\frac{d}{dp}\mathcal E(C(p);p)\right|_{p_0}=\left.\frac{\partial L}{\partial p}\right|_{C_0,\,p_0}. \label{eq:lemma}
\end{equation}
The right side does not depend on the curve. All orthonormal curves through the solution have the same energy slope. For restricted open-shell solutions the argument is the same with a matrix of multipliers in \eqref{eq:L}.

Apply \eqref{eq:lemma} with $p=\lambda$ at fixed $R$ to two curves. The first is the self-consistent one, $C(R,\lambda)$, whose energy is $E(R,\lambda)$. The second is $\tilde C(\lambda)=C(\lambda R,1)$ used in the basis $\mathcal B(R,\lambda)$. It is orthonormal there by \eqref{eq:Seq}, and it equals $C(R,1)$ at $\lambda=1$. By \eqref{eq:basisscale} its orbitals are the scaled orbitals of the finite-basis solution at $\lambda R$, so it is the trial state \eqref{eq:trial}, and its energy is $W(\lambda)$ of \eqref{eq:Wdi}, with $T(R)$ and $V(R)$ now those of the finite-basis solution. Equating the two slopes and using \eqref{eq:W1},
\begin{equation}
\delta\equiv2T+V+R\,\frac{\partial E}{\partial R}=\left.\frac{\partial E}{\partial\lambda}\right|_{\lambda=1}. \label{eq:defect}
\end{equation}
For an atom the term in $R$ is absent. Any member of the family can serve as the starting basis. Scaling $\mathcal B(R,\lambda)$ by a further factor $\mu$ gives $\mathcal B(R,\mu\lambda)$, and $\partial E(R,\mu\lambda)/\partial\mu$ at $\mu=1$ equals $\lambda\,\partial E/\partial\lambda$, so in general
\begin{equation}
2T+V+R\,\frac{\partial E}{\partial R}=\lambda\,\frac{\partial E}{\partial\lambda}. \label{eq:defectgen}
\end{equation}
The condition on a finite, nucleus-centred basis is therefore the following: \eqref{eq:atom} and \eqref{eq:diatomic} hold if and only if the self-consistent energy is stationary under a common scaling of all exponents,
\begin{equation}
\frac{\partial E}{\partial\lambda}=0 . \label{eq:condition}
\end{equation}
In terms of the primitive exponents $\alpha_k$, each of which varies as $\lambda^2\alpha_k$ with derivative $2\alpha_k$ at $\lambda=1$, the chain rule gives $\delta=\sum_k2\alpha_k\,\partial E/\partial\alpha_k$. Optimizing every exponent for the system and geometry at hand is sufficient for \eqref{eq:condition} but not necessary, since only the sum has to vanish. A positive $\delta$ means that the energy falls when the basis is expanded and a negative $\delta$ that it falls when the basis is contracted. From $\delta=T+E+RE'$,
\begin{equation}
T=\delta-E-RE',\qquad V=2E+RE'-\delta , \label{eq:Tdelta}
\end{equation}
which replaces \eqref{eq:TVcurve}.

Suppose \eqref{eq:condition} is solved at each bond length, giving $\lambda^*(R)$. The slope of the optimized curve is
\begin{equation}
\frac{d}{dR}E(R,\lambda^*(R))=\frac{\partial E}{\partial R}+\frac{\partial E}{\partial\lambda}\,\frac{d\lambda^*}{dR}=\frac{\partial E}{\partial R}, \label{eq:optcurve}
\end{equation}
so \eqref{eq:diatomic} and \eqref{eq:TVcurve} hold along the whole optimized curve. A scale factor optimized at one geometry and then frozen satisfies \eqref{eq:condition}, in general, at that geometry only.

For an atom the relaxed optimum $\lambda^*$ differs in general from the frozen-coefficient value $\lambda_0$ of \eqref{eq:lam0}. If the self-consistent solution is the minimum in each basis and $\lambda^*$ minimizes $E(\lambda)$, then
\begin{equation}
E(\lambda^*)\le E(\lambda_0)\le W(\lambda_0)\le W(1)=E(1). \label{eq:order}
\end{equation}
The first inequality is the definition of $\lambda^*$, the second holds because $W(\lambda_0)$ is the energy of one trial state in the basis scaled by $\lambda_0$, and the third is \eqref{eq:gain}.

For a diatomic in the unrestricted orbital space $2T+V=-R\,dE/dR$, and in a finite nucleus-centred basis the theorem holds if and only if the self-consistent energy is stationary under a common scaling of all exponents. What remains is to identify which slope enters, to see why enlarging a linear basis does not enforce the theorem, and to test the relations on Li and LiH.
